**Testing the Lambert W solution for the single-layer critical thickness**

The program tests $h=-A\,W_k(-b/(eA))$ as the solution of $h=A[\ln(h/b)+1]$, where $h$ is the film thickness, $b$ the Burgers length and $A$ a length inversely proportional to the misfit strain $f$. It asserts that both real branches agree with bracketed roots of the force balance at six misfits, and the largest relative error printed is $1.2\times10^{-13}$. It also asserts that the net force turns positive with growing thickness at the $W_{-1}$ root, that the $W_0$ root lies between $b/e$ and $b$, and that the force balance has no root on the thickness grid at 1.01 times the limiting misfit. The misfit force is tested against a finite relaxation of the film energy. The line-energy coefficient is tested against an angular integral of the stiffness tensor and against stress fields below a traction-free surface. For Si$_{0.8}$Ge$_{0.2}$ on Si(001), with rough typical constants, the output gives a critical thickness of 11.7 nm and a rejected root of 0.15 nm. Estimates of anisotropy, core energy, step energy and thermal expansion, taken one at a time, move the thickness between about 8 and 15 nm, and a rough glide law shows how slowly a film at twice the critical thickness relaxes.

## Check in Python

```python
"""Single-layer Matthews-Blakeslee critical thickness by the Lambert W function.

Result under test: h = A*(ln(h/b) + 1) has the real roots
    h = -A*W_k(-b/(e*A)), k = 0 and -1, for A >= b,
and the k = -1 root is the thickness at which glide becomes favourable.
    A = b*(1 - nu*cos(alpha)^2) / (8*pi*(1 + nu)*f*cos(lambda))
h film thickness, b Burgers length, f coherent strain magnitude, nu Poisson's
ratio, alpha angle of Burgers vector to line, lambda its angle to the in-plane
normal of the line. Lengths in nm, stresses in GPa, so GPa*nm^2 = nN.
Material inputs are rough typical values.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw

# ---------------- inputs: Si(1-x)Ge(x) on Si(001) ----------------
a_si, a_ge = 0.543, 0.566
x_ge = 0.20
nu, mu = 0.28, 65.0
cos_alpha = cos_lam = 0.5
b = a_si / np.sqrt(2)
E1 = np.e


def misfit(x):
    a_film = a_si + x * (a_ge - a_si)
    return (a_film - a_si) / a_film


def length_A(f):
    return b * (1 - nu * cos_alpha**2) / (8 * np.pi * (1 + nu) * f * cos_lam)


def closed_root(A, branch, beta=E1):
    return float(np.real(-A * lambertw(-b / (beta * A), branch)))


K_line = mu * b**2 * (1 - nu * cos_alpha**2) / (4 * np.pi * (1 - nu))


def force_misfit(h, f):
    return 2 * mu * (1 + nu) / (1 - nu) * f * h * b * cos_lam


def force_line(h, beta=E1):
    return K_line * np.log(beta * h / b)


def net_force(h, f, beta=E1):
    return force_misfit(h, f) - force_line(h, beta)


def numeric_root(f, upper, beta=E1):
    """Bracketed root of the force balance on one side of its minimum."""
    turn = K_line / force_misfit(1.0, f)
    lo, hi = (turn, 1e4 * turn) if upper else (1e-3 * b, turn)
    return brentq(net_force, lo, hi, args=(f, beta), xtol=1e-13, rtol=1e-13)


f = misfit(x_ge)
A = length_A(f)
f_max = length_A(1.0) / b
h_c = closed_root(A, -1)
h_0 = closed_root(A, 0)
W_low = float(np.real(lambertw(-b / (E1 * A), -1)))
W_top = float(np.real(lambertw(-b / (E1 * A), 0)))

# ---------------- test: energy gained by relaxing the film ----------------
lame = 2 * mu * nu / (1 - 2 * nu)


def film_energy(exx, eyy):
    """Energy density with the normal strain set by zero normal stress."""
    c11, c12 = lame + 2 * mu, lame
    ezz = -c12 * (exx + eyy) / c11
    return (0.5 * c11 * (exx**2 + eyy**2 + ezz**2)
            + c12 * (exx * eyy + exx * ezz + eyy * ezz))


spacing = 1e6
gain = spacing * h_c * (film_energy(f, f)
                        - film_energy(f - b * cos_lam / spacing, f))
assert abs(gain / force_misfit(h_c, f) - 1) < 1e-4

# ---------------- test: line-energy coefficient from stiffness ----------------
burgers = 0.5 * a_si * np.array([1.0, 0.0, 1.0])
line = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
normal = np.array([0.0, 0.0, 1.0])
assert abs(np.linalg.norm(burgers) - b) < 1e-12
assert abs(burgers @ line / b - cos_alpha) < 1e-12
assert abs(burgers @ across / b - cos_lam) < 1e-12


def stiffness_line_energy(c11, c12, c44):
    """Coefficient of ln(R/r0) for a straight line in a cubic crystal."""
    d = np.eye(3)
    C = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    total = np.zeros((3, 3))
    angles = np.arange(240) * 2 * np.pi / 240
    for w in angles:
        m = np.cos(w) * across + np.sin(w) * normal
        n = -np.sin(w) * across + np.cos(w) * normal
        mm = np.einsum('i,ijkl,l->jk', m, C, m)
        mn = np.einsum('i,ijkl,l->jk', m, C, n)
        nm = np.einsum('i,ijkl,l->jk', n, C, m)
        nn = np.einsum('i,ijkl,l->jk', n, C, n)
        total += mm - mn @ np.linalg.solve(nn, nm)
    return burgers @ (total / len(angles)) @ burgers / (4 * np.pi)


K_from_stiffness = stiffness_line_energy(lame + 2 * mu, lame, mu)
assert abs(K_from_stiffness / K_line - 1) < 1e-8

# ---------------- test: logarithmic growth below a free surface ----------------
b_in, b_up, b_screw = burgers @ across, burgers @ normal, burgers @ line


def half_space_stress(z, depth):
    """Plane-strain stresses of an edge line at -i*depth; free surface Im z=0."""
    z0 = -1j * depth
    c = mu / (4 * np.pi * (1 - nu)) * (b_up - 1j * b_in)
    cc, u, w = np.conj(c), z - z0, z - np.conj(z0)
    gap = z0 - np.conj(z0)
    phi1 = -(c / w + cc * gap / w**2)
    dphi1 = c / w**2 + 2 * cc * gap / w**3
    psi1 = -(cc / w + phi1 + z * dphi1)
    phi, dphi = c / u + phi1, -c / u**2 + dphi1
    psi = cc / u + c * np.conj(z0) / u**2 + psi1
    s = 4 * np.real(phi)
    d = 2 * (np.conj(z) * dphi + psi)
    return (s - d.real) / 2, (s + d.real) / 2, d.imag / 2


for xs in (-7.0, 0.3, 5.0):
    _, syy, sxy = half_space_stress(xs + 0j, 4.0)
    assert abs(syy) + abs(sxy) < 1e-10


def cut_work(depth, r0):
    """Work of opening the cut from the core to the surface."""
    def integrand(s):
        r = np.exp(s)
        sxx, _, sxy = half_space_stress(1j * (r - depth), depth)
        edge = -(b_in * sxx + b_up * sxy)
        screw = mu * b_screw**2 / (2 * np.pi) * (1 / r + 1 / (2 * depth - r))
        return 0.5 * r * (edge + screw)
    return quad(integrand, np.log(r0), np.log(depth), epsabs=1e-11)[0]


slope = (cut_work(4000 * b, b) - cut_work(2000 * b, b)) / np.log(2)
assert abs(slope / K_line - 1) < 3e-3  # remaining error is of order core/depth

# ---------------- test: both branches against bracketed roots ----------------
largest_error = 0.0
for ratio in (0.01, 0.05, 0.145, 0.4, 0.7, 0.95):
    ft = ratio * f_max
    At = length_A(ft)
    top, low = numeric_root(ft, False), numeric_root(ft, True)
    for value, branch in ((top, 0), (low, -1)):
        err = abs(closed_root(At, branch) / value - 1)
        largest_error = max(largest_error, err)
    assert b / E1 < top < b < At < low
    assert net_force(0.99 * top, ft) > 0 > net_force(1.001 * top, ft)
    assert net_force(0.999 * low, ft) < 0 < net_force(1.01 * low, ft)
    for upper, branch in ((False, 0), (True, -1)):
        step = 1e-4
        fd = (np.log(numeric_root(ft * (1 + step), upper))
              - np.log(numeric_root(ft * (1 - step), upper))) / (2 * step)
        w = float(np.real(lambertw(-b / (E1 * At), branch)))
        assert abs(fd / (-w / (1 + w)) - 1) < 1e-4
        assert (fd < 0) == upper
assert largest_error < 1e-9

thickness_grid = np.geomspace(1e-3 * b, 1e3 * b, 20001)
assert np.min(net_force(thickness_grid, 1.01 * f_max)) > 0
assert np.min(net_force(thickness_grid, 0.99 * f_max)) < 0
tiny = 1e-6 * f_max
assert abs(numeric_root(tiny, False) * E1 / b - 1) < 1e-5
assert numeric_root(tiny, True) > 1e6 * b

# ---------------- test: fixed-point iteration ----------------
h_iter, n_iter = A, 0
while abs(h_iter - h_c) > 1e-3:
    h_iter = A * (np.log(h_iter / b) + 1)
    n_iter += 1
    assert n_iter < 100
h_iter = 1.001 * h_0
for _ in range(100):
    h_iter = A * (np.log(h_iter / b) + 1)
assert abs(h_iter / h_c - 1) < 1e-10
start = 0.999 * h_0
assert A * (np.log(start / b) + 1) < start

# ---------------- neglected effects ----------------
c11, c12, c44 = 166.0, 64.0, 80.0
M_iso = 2 * mu * (1 + nu) / (1 - nu)
M_cubic = c11 + c12 - 2 * c12**2 / c11
K_cubic = stiffness_line_energy(c11, c12, c44)
A_cubic = K_cubic / (M_cubic * f * b * cos_lam)
h_cubic = closed_root(A_cubic, -1)

gamma_step = 1.0  # J/m^2, equal to nN/nm
step_energy = gamma_step * b_up
beta_step = E1 * np.exp(step_energy / K_line)
h_beta1, h_beta4 = closed_root(A, -1, 1.0), closed_root(A, -1, 4.0)
h_step = closed_root(A, -1, beta_step)
for beta, value in ((1.0, h_beta1), (4.0, h_beta4), (beta_step, h_step)):
    assert abs(numeric_root(f, True, beta) / value - 1) < 1e-9

T_growth, T_room, expansion_gap = 823.0, 300.0, 3e-6
f_hot = f + x_ge * expansion_gap * (T_growth - T_room)
h_hot = closed_root(length_A(f_hot), -1)

h_thick = 2 * h_c
cos_phi = np.sqrt(2 / 3)
tau_excess = net_force(h_thick, f) * cos_phi / (b * h_thick)
v0, barrier = 4e11, 2.25
speed = v0 * (tau_excess / mu)**2 * np.exp(
    -barrier * charge / (k_boltzmann * T_growth))
sweep_time, thread_density = 60.0, 1e3
swept = speed * sweep_time
relief = 0.5 * (thread_density * 1e4) * swept * b * 1e-9 * cos_lam

# ---------------- printed numbers ----------------
print(f"Rough lattice constants Si, Ge: {a_si:.3f}, {a_ge:.3f} nm")
print(f"Ge fraction: {x_ge:.2f}; Poisson ratio: {nu:.2f}")
print(f"Rough shear modulus: {mu:.0f} GPa")
print(f"cos(alpha), cos(lambda): {cos_alpha:.2f}, {cos_lam:.2f}")
print(f"Burgers length b: {b:.4f} nm")
print(f"Coherent strain f: {100*f:.4f} %")
print(f"Length A: {A:.4f} nm; A/b: {A/b:.4f}")
print(f"Lambert argument -b/(eA): {-b/(E1*A):.6f}")
print(f"W_-1: {W_low:.5f}; W_0: {W_top:.5f}")
print(f"Critical thickness, W_-1 root: {h_c:.3f} nm; h/b: {h_c/b:.2f}")
print(f"Rejected W_0 root: {h_0:.4f} nm; h/b: {h_0/b:.4f}")
print(f"Largest strain with real roots: {100*f_max:.3f} %")
print(f"Largest relative error, closed form: {largest_error:.1e}")
print(f"Line coefficient K: {K_line:.4f} nN")
print(f"K from stiffness integral: {K_from_stiffness:.4f} nN")
print(f"K from half-space fields: {slope:.4f} nN")
print(f"Misfit force at h_c: {force_misfit(h_c, f):.4f} nN")
print(f"Line force at h_c: {force_line(h_c):.4f} nN")
for factor in (0.5, 2.0):
    print(f"Net force at {factor:.1f} h_c: "
          f"{net_force(factor*h_c, f):.4f} nN")
print(f"dln(h)/dln(f), W_-1: {-W_low/(1+W_low):.4f}")
print(f"dln(h)/dln(f), W_0: {-W_top/(1+W_top):.4f}")
print(f"Iterations from A to within 0.001 nm: {n_iter}")
for x in (0.1, 0.2, 0.3, 0.5, 1.0):
    fx = misfit(x)
    print(f"Ge {x:.1f}: f {100*fx:.3f} %, W_-1 root "
          f"{closed_root(length_A(fx), -1):.3f} nm, W_0 root "
          f"{closed_root(length_A(fx), 0):.4f} nm")
print(f"Rough C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Biaxial modulus isotropic, cubic: {M_iso:.1f}, {M_cubic:.1f} GPa")
print(f"Cubic line coefficient: {K_cubic:.4f} nN")
print(f"h_c with cubic anisotropy: {h_cubic:.3f} nm")
print(f"h_c for beta = 1 and 4: {h_beta1:.3f}, {h_beta4:.3f} nm")
print(f"Rough surface energy: {gamma_step:.1f} J/m2")
print(f"Step height: {b_up:.4f} nm; step energy: {step_energy:.4f} nN")
print(f"h_c with step energy: {h_step:.3f} nm")
print(f"Growth, room temperature: {T_growth:.0f}, {T_room:.0f} K")
print(f"Rough Ge-Si expansion difference: {expansion_gap:.1e} 1/K")
print(f"Strain at growth: {100*f_hot:.4f} %; h_c: {h_hot:.3f} nm")
print(f"Rough glide barrier: {barrier:.2f} eV; prefactor: {v0:.1e} m/s")
print(f"Thickness 2 h_c: {h_thick:.3f} nm; cos(phi): {cos_phi:.4f}")
print(f"Excess shear stress at 2 h_c: {tau_excess:.4f} GPa")
print(f"Glide speed at 2 h_c: {speed*1e6:.4f} um/s")
print(f"Glide in {sweep_time:.0f} s: {swept*1e6:.3f} um")
print(f"Assumed threading density: {thread_density:.0e} cm^-2")
print(f"Mean strain relieved: {relief:.2e}; share of f: {relief/f:.2e}")
print("no test failed")
```

Output:

```
Rough lattice constants Si, Ge: 0.543, 0.566 nm
Ge fraction: 0.20; Poisson ratio: 0.28
Rough shear modulus: 65 GPa
cos(alpha), cos(lambda): 0.50, 0.50
Burgers length b: 0.3840 nm
Coherent strain f: 0.8400 %
Length A: 2.6427 nm; A/b: 6.8829
Lambert argument -b/(eA): -0.053449
W_-1: -4.41376; W_0: -0.05656
Critical thickness, W_-1 root: 11.664 nm; h/b: 30.38
Rejected W_0 root: 0.1495 nm; h/b: 0.3893
Largest strain with real roots: 5.782 %
Largest relative error, closed form: 1.2e-13
Line coefficient K: 0.9850 nN
K from stiffness integral: 0.9850 nN
K from half-space fields: 0.9851 nN
Misfit force at h_c: 4.3474 nN
Line force at h_c: 4.3474 nN
Net force at 0.5 h_c: -1.4910 nN
Net force at 2.0 h_c: 3.6647 nN
dln(h)/dln(f), W_-1: -1.2929
dln(h)/dln(f), W_0: 0.0599
Iterations from A to within 0.001 nm: 7
Ge 0.1: f 0.422 %, W_-1 root 27.802 nm, W_0 root 0.1452 nm
Ge 0.2: f 0.840 %, W_-1 root 11.664 nm, W_0 root 0.1495 nm
Ge 0.3: f 1.255 %, W_-1 root 6.873 nm, W_0 root 0.1541 nm
Ge 0.5: f 2.074 %, W_-1 root 3.407 nm, W_0 root 0.1648 nm
Ge 1.0: f 4.064 %, W_-1 root 1.142 nm, W_0 root 0.2059 nm
Rough C11, C12, C44: 166, 64, 80 GPa
Biaxial modulus isotropic, cubic: 231.1, 180.7 GPa
Cubic line coefficient: 0.9443 nN
h_c with cubic anisotropy: 15.155 nm
h_c for beta = 1 and 4: 8.037, 12.965 nm
Rough surface energy: 1.0 J/m2
Step height: 0.2715 nm; step energy: 0.2715 nN
h_c with step energy: 12.596 nm
Growth, room temperature: 823, 300 K
Rough Ge-Si expansion difference: 3.0e-06 1/K
Strain at growth: 0.8714 %; h_c: 11.123 nm
Rough glide barrier: 2.25 eV; prefactor: 4.0e+11 m/s
Thickness 2 h_c: 23.329 nm; cos(phi): 0.8165
Excess shear stress at 2 h_c: 0.3341 GPa
Glide speed at 2 h_c: 0.1760 um/s
Glide in 60 s: 10.562 um
Assumed threading density: 1e+03 cm^-2
Mean strain relieved: 1.01e-08; share of f: 1.21e-06
no test failed
```
